\section*{Choosing the Least-Squares Window for Surface Normals in Cell-Based Etching}

\section{A wall that etches when it should not}

Consider vertical ions grazing a sidewall that is tapered by $2^\circ$ from the vertical. The true angle of incidence is $88^\circ$. For the model yield used below, the yield per ion is $8.0\times10^{-10}$ of its normal-incidence value. Now store the wall as square cells and find the normal at each struck cell by fitting a line through seven neighbouring surface cells. The simulation then uses a relative yield of $0.52$. More ions do not help: the error is systematic, and every ion that hits this wall suffers it.

The setting responsible is the width of the fitting window. This guide derives what the window does to the normal, how the error depends on the orientation of the surface relative to the grid, and how to choose the width.

\section{What the setting controls}

The treatment is two-dimensional. Lengths are in units of the cell side, and a cell is solid when its centre lies below the surface. Locally the surface is a line of slope $m=\tan\alpha$ with $0\le m\le1$. Steeper surfaces are brought into this range by exchanging rows and columns, and negative slopes by reflection. Up to a constant, the height of the top solid cell in column $i$ is
\begin{equation}
h_i=\lfloor mi+c\rfloor ,
\end{equation}
where $c$ is the offset between surface and grid. Averages $\langle\cdot\rangle$ are over $c$ uniform in $[0,1)$. For irrational $m$ this equals the average along a long surface; for rational $m$ it is an average over random placements of the grid.

When an ion strikes column $0$, the code takes the heights of columns $-n,\dots,n$ and minimizes $\sum_i(h_i-b-\hat m i)^2$ over $b$ and $\hat m$. The integer $n$ is the setting. Setting the derivative with respect to $\hat m$ to zero gives $\sum_i i(h_i-b-\hat m i)=0$. Since $\sum_i i=0$, the constant $b$ drops out:
\begin{equation}
\hat m=\frac1S\sum_{i=-n}^{n} i\,h_i,\qquad
S=\sum_{i=-n}^{n}i^2=\frac{n(n+1)(2n+1)}{3}.
\end{equation}
The estimated outward normal is $(-\hat m,1)/\sqrt{1+\hat m^2}$.

Ions travel along $(\sin\beta,-\cos\beta)$ with $0\le\beta\le90^\circ$, downwards and towards the rising side of the surface. The scalar product of the reversed ion direction with the true normal is
\begin{equation}
\cos\theta=\frac{\cos\beta+m\sin\beta}{\sqrt{1+m^2}}=\cos(\beta-\alpha),
\end{equation}
so the incidence angle is $\theta=|\beta-\alpha|$. The code uses $\beta-\arctan\hat m$ instead. The yield $Y$ is an even function of its angle.

\section{Rounding errors are correlated}

Write $\{x\}$ for the fractional part of $x$ and $r_i=\{mi+c\}-\tfrac12$. Then $h_i=mi+c-\tfrac12-r_i$. Inserting this in the estimator, the constants cancel and the linear term gives $m$:
\begin{equation}
e\equiv\hat m-m=-\frac1S\sum_i i\,r_i .
\end{equation}
Each $r_i$ is uniform on $[-\tfrac12,\tfrac12)$, so $\langle e\rangle=0$. Averaged over columns, the fitted slope is unbiased.

A bound for individual fits follows from $|r_i|\le\tfrac12$ and $\sum_i|i|=n(n+1)$:
\begin{equation}
|e|\le\frac{n(n+1)}{2S}=\frac{3}{2(2n+1)} .
\label{bound}
\end{equation}
It holds for every column of a plane surface, however the ions select columns.

The variance needs the correlation $C(x)=\langle(\{c\}-\frac12)(\{c+x\}-\frac12)\rangle$. For $0\le x<1$, $\{c+x\}$ equals $c+x$ when $c<1-x$ and $c+x-1$ otherwise. Hence
\begin{align}
C(x)&=\int_0^1\!(c-\tfrac12)(c+x-\tfrac12)\,dc-\int_{1-x}^1\!(c-\tfrac12)\,dc\nonumber\\
&=\frac1{12}-\frac{x(1-x)}2 .
\end{align}
For other $x$, replace $x$ by $\{x\}$; the function is even and has period one. The variance is therefore
\begin{equation}
V=\langle e^2\rangle=\frac1{S^2}\sum_{i,j}ij\,C\bigl(m(i-j)\bigr).
\label{var}
\end{equation}

\subsection{Average over orientations}

Over one period, $\int_0^1C\,dx=\frac1{12}-\frac12(\frac12-\frac13)=0$. For a nonzero integer $k$, $C(mk)$ runs through $|k|$ whole periods as $m$ goes from 0 to 1, so its average vanishes. Only the terms $i=j$ survive, with $C(0)=1/12$:
\begin{equation}
\int_0^1V\,dm=\frac{1}{12S}.
\end{equation}
This is the value for independent rounding errors. For $n=3$, $S=28$ and the corresponding rms slope error is $1/\sqrt{336}=0.055$. It describes the average over slopes, but individual orientations differ strongly.

\subsection{The worst orientation}

For $m\le1/(2n)$ every argument in Eq.~(\ref{var}) has magnitude at most one, so
\begin{equation}
C=\frac1{12}-\frac{m|i-j|}{2}+\frac{m^2(i-j)^2}{2}.
\end{equation}
The constant term vanishes in the double sum because $\sum_i i=0$. In the quadratic term only $-2ij$ survives, giving $\sum ij(i-j)^2=-2S^2$. Thus
\begin{equation}
V=Km-m^2,\qquad K=-\frac1{2S^2}\sum_{i,j}ij|i-j| .
\end{equation}

To evaluate $K$, let $u_k(i)=1$ if $i\le k$ and 0 otherwise. The distance $|i-j|$ counts the values of $k$ that separate $i$ from $j$:
\begin{equation}
|i-j|=\sum_{k=-n}^{n-1}[u_k(i)+u_k(j)-2u_k(i)u_k(j)].
\end{equation}
The first two terms vanish after multiplication by $ij$ and summation. With
\begin{equation}
F_k=\sum_{i=-n}^{k}i=\frac{k(k+1)-N}{2},\qquad N=n(n+1),
\end{equation}
this leaves $K=\sum_kF_k^2/S^2$. The summand is unchanged by $k\to-1-k$, so we sum over $k=0,\dots,n-1$ and double. We need
\begin{align}
\sum_{k=0}^{n-1}k(k+1)&=\frac{N(n-1)}3,\\
\sum_{k=0}^{n-1}k^2(k+1)^2&=\frac{N(n-1)(3n^2-2)}{15}.
\end{align}
Both right-hand sides vanish at $n=1$, and raising $n$ by one increases them by $n(n+1)$ and $n^2(n+1)^2$, which proves them by induction. Then
\begin{align}
\sum_kF_k^2&=\frac12\left[nN^2-\frac{2N^2(n-1)}3+\frac{N(n-1)(3n^2-2)}{15}\right]\nonumber\\
&=\frac{N}{15}(4n^3+6n^2+4n+1)\nonumber\\
&=\frac{N(2n+1)(2n^2+2n+1)}{15},
\end{align}
and division by $S^2=N^2(2n+1)^2/9$ gives
\begin{equation}
K=\frac{3(2n^2+2n+1)}{5n(n+1)(2n+1)} .
\end{equation}

The parabola $Km-m^2$ peaks at $m=K/2$, which lies inside the permitted range, and the rms error there is also $K/2$. For large $n$ this tends to $0.3/n$. A scan over slopes from 0 to 1 found no larger variance for $n=2$ to $8$. With $n=3$ the peak is $0.089$, about $5^\circ$, against the orientation rms of $0.055$. With $n=6$ the values are $0.047$ and $0.021$. These surfaces are nearly aligned with the grid: they have few steps, and the fit depends on where a step falls in the window. Since $C$ is even and has period one, $V$ is unchanged by $m\to1-m$, so surfaces of slope $1-K/2$, near $45^\circ$, have the same rms slope error. Their angle error is smaller, roughly half, because $d\alpha=dm/(1+m^2)$. In terms of angle, the nearly aligned surfaces are therefore the worst.

At the golden-ratio slope $(\sqrt5-1)/2$, the variance fell with an effective exponent of $-3.85$ between windows of $n=16$--$31$ and $128$--$255$. The orientation average falls as $n^{-3}$. A test on one convenient slope can therefore make a window look better than it is.

\section{Ions do not sample columns equally}

Let $s=h_0-h_{-1}$. Because $0\le m\le1$, $s$ is 0 or 1. The top face of column $0$ has unit width and intercepts a flux proportional to $\cos\beta$. If $s=1$, its exposed riser intercepts a further $\sin\beta$. Looking back along the beam, the surface is never higher than column $0$, so nothing is shadowed. The hit weight is
\begin{equation}
w=\cos\beta+s\sin\beta .
\end{equation}
Since $\langle s\rangle=m$, the mean weight is $\cos\beta+m\sin\beta=\cos\theta/\cos\alpha$, the flux intercepted by the true plane per unit horizontal length. The grid receives the right number of ions, but oblique ions favour step columns.

The slope error at those columns follows from $s-m=-(r_0-r_{-1})$. Using $\langle e\rangle=0$,
\begin{align}
Q\equiv\langle s e\rangle
&=\frac1S\sum_i i\,\langle(r_0-r_{-1})r_i\rangle\nonumber\\
&=\frac1S\sum_i i\,[C(mi)-C(m(i+1))]\nonumber\\
&=-\frac1S\sum_i i\,C\bigl(m(i+1)\bigr).
\end{align}
The first term vanished because $iC(mi)$ is odd. The hit-averaged slope error is
\begin{equation}
\langle e\rangle_w=\frac{\langle we\rangle}{\langle w\rangle}
=\frac{Q\sin\beta}{\cos\beta+m\sin\beta}.
\label{hit}
\end{equation}
It vanishes for $\beta=0$ but generally not for an oblique beam.

\subsection{Grazing a sidewall}

Take a sidewall with taper $\delta$ under vertical ions. After rows and columns are exchanged, the surface has $\alpha=\delta$ and the beam runs along the grid axis with $\beta=90^\circ$. The weight is $w=s$: every hit is on a step.

If $m\le1/(n+1)$, successive steps are at least $n+1$ columns apart, so the window around a struck column contains no other step. Relative to the lower terrace, the heights are 0 for $i<0$ and 1 for $i\ge0$. Therefore
\begin{equation}
\hat m_{\rm step}=\frac1S\sum_{i=0}^n i=\frac{n(n+1)}{2S}=\frac{3}{2(2n+1)} .
\label{lone}
\end{equation}
The true slope has disappeared: in this regime the fit reports the window width, not the taper. As $m\to0$ through positive values, the error approaches the bound (\ref{bound}), which therefore cannot be improved uniformly in $m$.

The general formula agrees. For $m\le1/(n+1)$ we can use the quadratic form of $C$, with $\sum_i i|i+1|=n(n+1)$ and $\sum_i i(i+1)^2=2S$:
\begin{equation}
Q=\frac{m\,n(n+1)}{2S}-m^2=\frac{3m}{2(2n+1)}-m^2 .
\label{qsmall}
\end{equation}
At $\beta=90^\circ$, $m+Q/m$ reproduces Eq.~(\ref{lone}).

\section{From slope error to yield error}

Define $g(m)=Y(\beta-\arctan m)$. Taylor expansion about the true slope gives
\begin{equation}
\langle g(\hat m)\rangle_w-g(m)=g'(m)\langle e\rangle_w+\tfrac12g''(m)\langle e^2\rangle_w+R,
\end{equation}
with $|R|\le\frac16\max|g'''|\,\langle|e|^3\rangle_w$, the maximum being taken over the range of fitted and true slopes. The first term comes from preferential hits on steps, the second from the spread of fitted slopes. When the errors are not small, the average can be evaluated without expansion. As $c$ runs from 0 to 1, the height pattern changes only when some $mi+c$ crosses an integer, so there are at most $2n+1$ patterns to sum.

The numerical example uses the relative yield
\begin{equation}
\frac{Y}{Y_0}=x^f e^{-q(x-1)},\qquad x=\frac1{\cos\theta},\quad f=2,\ q=1 .
\end{equation}
Since $dx/d\theta=x\tan\theta$,
\begin{equation}
\frac{d\ln Y}{d\theta}=(f-qx)\tan\theta .
\label{sens}
\end{equation}
The peak is at $x=2$, or $60^\circ$, with $Y/Y_0=4e^{-1}=1.47$.

For $\alpha=20^\circ$, $\beta=65^\circ$ and $n=5$, the first-order term is $6.8\times10^{-4}$ and the second-order term $1.4\times10^{-4}$, in units of $Y_0$. Their sum, $8.2\times10^{-4}$, compares with a full bias of $8.1\times10^{-4}$. The difference lies within the remainder bound of $0.3\times10^{-4}$.

\subsection{Same incidence, rotated grid}

Grid anisotropy is isolated by rotating surface and beam together. The incidence stays at $70^\circ$ and the true yield at $1.2485\,Y_0$, so any change comes from the grid. The yield errors, relative to the true yield, are:
\begin{center}
\begin{tabular}{ccc}
$\alpha$ & $n=3$ & $n=8$\\
$0^\circ$ & $0.0\%$ & $0.0\%$\\
$5^\circ$ & $-2.5\%$ & $0.0\%$\\
$10^\circ$ & $+2.9\%$ & $+1.0\%$\\
$15^\circ$ & $-7.5\%$ & $+0.2\%$\\
$20^\circ$ & $-1.5\%$ & $-0.4\%$
\end{tabular}
\end{center}
The error changes sign with orientation, so no constant rescaling of the yield removes it. The table samples only five orientations: for $n=8$ the error reaches about $-2.1\%$ near $\alpha=6.5^\circ$, so the entry at $5^\circ$ does not represent nearby orientations.

At $\alpha=10^\circ$ and $n=3$ the two contributions can be separated. The true slope is $0.176$, while the hit-averaged fitted slope is $0.195$. Giving all columns equal weight removes the mean slope error and yields $1.223\,Y_0$, which is about $2\%$ too low: this is the effect of the spread. The actual hit weights raise the result to $1.284\,Y_0$. They favour steeper fits and hence smaller incidence angles, closer to the yield peak.

At $\alpha=5^\circ$, Eq.~(\ref{qsmall}) also gives $Q>0$, because $m<3/14$. The first-order term is therefore positive here too. The total is nevertheless negative, so the higher-order terms outweigh it.

\subsection{Vertical ions on a tilted floor}

For $\beta=0$ all columns have equal weight and the leading bias is $\frac12g''V$. With $n=3$ it is below $0.1\%$ at tilts of $10^\circ$, $20^\circ$, $30^\circ$ and $40^\circ$; near $5^\circ$, where $V$ peaks, it reaches about $0.4\%$. It is positive up to $30^\circ$ and negative at $40^\circ$. The sign follows from $g''$. Here $x=\sqrt{1+m^2}$ and $g=x^2e^{1-x}$; with $dx/dm=m/x$, we get $g'=m(2-x)e^{1-x}$ and
\begin{align}
g''&=e^{1-x}\left[2-x-\frac{m^2}{x}(3-x)\right]\nonumber\\
&=\frac{e^{1-x}}{x}\,(x^3-4x^2+x+3),
\end{align}
where $m^2=x^2-1$ was used. The polynomial changes sign near $x=1.24$, or $\theta\approx36^\circ$. A good result on such floors says little about sidewalls.

\subsection{The sidewall again}

For a $2^\circ$ taper the true slope is $0.0349$. With $n=3$, Eq.~(\ref{lone}) gives $3/14=0.214$, an apparent taper of $12.1^\circ$. Then $x=1/\sin12.1^\circ\approx4.77$ and $Y/Y_0=4.77^2e^{-3.77}\approx0.52$. The wall intercepts a fraction $\sin2^\circ=0.035$ of the flux density falling on a horizontal floor. Its spurious recession is thus initially $0.035\times0.52\approx1.8\%$ of the floor's etch rate, where the model yield gives practically none. How small the true yield is at such angles depends on the material and the ion energy; the value $8.0\times10^{-10}$ belongs to this model only.

With $n=10$ the apparent taper is $4.1^\circ$ and the relative yield $4.3\times10^{-4}$. With $n=20$ the taper is $2.10^\circ$, but this closeness is not yet convergence. The single-step condition $n+1\le1/m=28.6$ still holds, so the fit still reports $3/[2(2n+1)]$, which happens to cross the true slope near $n=21$. At $n=40$, outside that regime, the apparent taper is $2.12^\circ$.

The relative yields at $n=20$ and $40$ are $2.7\times10^{-9}$ and $3.7\times10^{-9}$, still three to five times the true value. Equation~(\ref{sens}) shows why at $n=20$: at $88^\circ$ the logarithmic slope is about $-760$ per radian, so an angle error of $0.095^\circ$, or $0.0017$ rad, should change the yield by a factor of about $3.6$; the computed ratio is $3.35$. In absolute terms both yields are negligible.

An independent ion-by-ion simulation on an occupancy grid, with lines fitted to the measured heights, tested three cases at $n=3$. For $\alpha=8^\circ$, $\beta=78^\circ$ it gave $1.268\pm0.002$ against $1.266$ from the pattern sum. The vertical-beam and sidewall cases also agreed within the test tolerances. The remaining values are in the numerical output.

\section{Why the window cannot grow freely}

On a smooth curved profile $y(x)$, leave rounding aside and expand about the central column. Even derivatives cancel in $\sum_i i\,y(i)$. Using $\sum_i i^4=S(3n^2+3n-1)/5$, the leading error is
\begin{equation}
\hat m-y'=\frac{y'''}{6S}\sum_i i^4=\frac{y'''(3n^2+3n-1)}{30}.
\label{curve}
\end{equation}
The second derivative does no harm at the centre of a symmetric window; the third does. On an inclined circular arc the error is therefore not zero, although the curvature is constant. For a sinusoid of amplitude 5 and wavelength 100 cells, the slope at the zero crossing is $0.314$. With $n=5$ the fit is low by $0.00366$, or $1.2\%$; Eq.~(\ref{curve}) predicts $0.00368$.

At a sharp corner the expansion fails. If the corner lies at the central column, with slopes $p$ on the left and $p'$ on the right, each side contributes half of $S$ and, rounding aside, the fit returns $(p+p')/2$. For a corner elsewhere in the window the mixture is different. A window that crosses a mask edge or the foot of a trench mixes two facets.

\section{Choosing the setting}

\begin{enumerate}
\item Exchange rows and columns so that the fitted slope has magnitude at most one. The results above assume this.
\item For sidewalls, find the smallest taper whose yield matters. A window with $n+1\le1/m$ cannot measure it under grazing ions along the grid axis. Exceeding this limit is necessary but does not guarantee accuracy.
\item If no slope error on a plane may exceed $\varepsilon$, Eq.~(\ref{bound}) shows that $n\ge3/(4\varepsilon)-\frac12$ suffices. For $\varepsilon=0.05$ this means $n=15$. The condition is conservative for most orientations. Equation~(\ref{sens}) turns a small angle error into a relative yield error.
\item Check Eq.~(\ref{curve}) for the shortest wavelength to be resolved, and keep the window away from corners.
\item If these demands conflict, refine the grid. For cell side $a$ and physical window length $L=(2n+1)a$, the rounding bound is $3a/(2L)$. The curvature error at large $n$ is $L^2y'''/40$, with $y'''$ in physical units. Refining at fixed $L$ reduces the first and leaves the second nearly unchanged.
\item Test by rotating surface and beam together at fixed incidence, including small tilts and a grazing beam. Repeat with a larger $n$, since one orientation can agree by accident.
\end{enumerate}

These results describe the first impacts on a plane surface. Beams from the other side cast shadows behind steps and need different hit weights. Overhangs have no single height per column. Physical roughness, reflected ions and three-dimensional fits also lie outside the formulas. So does the feedback by which a wrong yield reshapes the surface, which determines how the initial bias develops during etching.

\section*{Computed values}
\begin{verbatim}
yield model: f=2, q=1 (dimensionless)
yield peak: 60.00 deg, Y/Y0=1.4715
slope errors: n, K/2 = worst rms, slope there, orientation rms
  3  0.08929  0.08929  0.05455
  6  0.04670  0.04670  0.02140
golden-slope variance exponent in n: -3.85
fixed incidence 70 deg: true Y/Y0=1.2485
alpha/deg beta/deg | Y/Y0 n=3, bias % | Y/Y0 n=8, bias %
   0 70 | 1.2485 +0.00 | 1.2485 +0.00
   5 75 | 1.2172 -2.51 | 1.2485 -0.00
  10 80 | 1.2844 +2.87 | 1.2605 +0.96
  15 85 | 1.1553 -7.46 | 1.2513 +0.22
  20 90 | 1.2298 -1.50 | 1.2438 -0.38
alpha=10 deg, beta=80 deg, n=3: true slope=0.17633
  hit-mean fitted slope=0.19531
  Y/Y0 with equal column weights=1.2229
vertical beam, n=3: alpha/deg, true Y/Y0, grid Y/Y0, bias %
  10  1.0153  1.0161  +0.078
  20  1.0621  1.0626  +0.048
  30  1.1422  1.1426  +0.028
  40  1.2556  1.2554  -0.021
sidewall taper 2 deg: slope=0.03492, true Y/Y0=8.026e-10
  n, hit-mean fitted slope, its angle/deg, grid Y/Y0
  3  0.21429  12.095  5.237e-01
  10  0.07143  4.086  4.297e-04
  20  0.03659  2.095  2.689e-09
  40  0.03703  2.121  3.706e-09
Monte Carlo n=3: alpha/deg beta/deg Y/Y0 std.error enumerated
  8 78  1.26818  0.00237  1.26583
  35 0  1.19528  0.00019  1.19510
  2 90  0.52371  0.00000  0.52371
expansion: alpha=20 deg, beta=65 deg, n=5, in Y/Y0
  true=1.32172, full bias=+0.000809
  first=+0.000678, second=+0.000140, remainder bound=0.000029
sinusoid: amplitude=5, wavelength=100 cells, n=5
  slope=0.31416, error=-0.003664, formula=-0.003679
\end{verbatim}
